\section*{Orientations and Configurational Entropy of the <110> Split Interstitial in Diamond Lattices}

\section*{Problem}

In a $\langle110\rangle$ split interstitial, two identical atoms share one site of the diamond lattice, and the line joining them is parallel to a $\langle110\rangle$ direction. Put the host site at the origin, with its nearest neighbours at
\begin{equation}
\frac a4(1,1,1),\quad \frac a4(1,-1,-1),\quad \frac a4(-1,1,-1),\quad \frac a4(-1,-1,1),
\label{eq:nn}
\end{equation}
where $a$ is the cubic lattice parameter. For the pair along $[110]$ the two atoms are at
\begin{equation}
\mathbf r_\pm=(0,0,s)\pm d\,(1,1,0),
\label{eq:pair}
\end{equation}
with $d>0$ and a small shift $s$ of the pair centre along the cubic axis normal to the pair. The surrounding atoms relax without lowering the symmetry of this arrangement.

\begin{enumerate}
\item[(a)] How many distinct orientations of equal energy does the defect have at one site? Does the sign of $s$ double the number? What changes if the defect distorts further?
\item[(b)] Find the configurational entropy of $n$ such defects on $N$ lattice sites, and the part due to orientation.
\item[(c)] Find the equilibrium site fraction $c=n/N$ for formation energy $E_f$ and vibrational formation entropy $S_{\rm vib}$.
\item[(d)] A strain makes the orientation energies unequal. Find the orientational entropy for small and for large splittings.
\item[(e)] Evaluate the results for a silicon anneal at $1373$ K with the rough values $a=0.543$ nm, $E_f=3.8$ eV and $S_{\rm vib}=5k$, and estimate what the model neglects.
\end{enumerate}

Take the defects as neutral spin singlets that do not interact, with at most one per site. The formation quantities refer to an atom taken from a reservoir of perfect crystal, and they contain no counting of sites or orientations.

\section*{Solution}

\subsection*{(a) Orientations at one site}

There are 12 vectors of type $\langle110\rangle$: three choices of the zero component, times four sign choices for the other two. Reversing the vector exchanges the two atoms in \eqref{eq:pair}. They are identical, so this gives the same configuration, and $12/2=6$ axes remain. It must still be shown that all six are equivalent and that the shift adds no further copies.

The operations that fix the site and map the crystal onto itself are those that permute the four neighbours \eqref{eq:nn}. Each permutes the cubic coordinates and changes some of their signs. All four neighbours have a positive product $xyz$, so the product of the three signs must be $+1$. Conversely, every such operation permutes the four neighbours. There are $3!=6$ permutations and four allowed sign choices, hence 24 operations. They form the group $T_d$.

Now find the operations that leave the pair \eqref{eq:pair} unchanged. For $s\neq0$ the pair centre must stay fixed, so $z\to+z$. The signs attached to $x$ and $y$ must then be equal, which leaves
\begin{equation}
(x,y,z)\to(x,y,z),\ (-x,-y,z),\ (y,x,z),\ (-y,-x,z).
\label{eq:c2v}
\end{equation}
All four either keep or exchange the two atoms. They are the identity, a twofold rotation and two mirrors, the group $C_{2v}$. For $s=0$ one might also try $z\to-z$, but then the signs of $x$ and $y$ are opposite and the axis $[110]$ turns into $[1\bar10]$. The group is the same for a centred pair.

Two operations of $T_d$ produce the same image of the defect when they differ by an operation that leaves the defect unchanged. Each image is therefore produced four times, and the number of images is
\begin{equation}
g=\frac{|T_d|}{|C_{2v}|}=\frac{24}{4}=6 .
\label{eq:g}
\end{equation}
Since the images are related by symmetries of the crystal, their energies are equal.

The sign of $s$ does not double this number. To turn $+s$ into $-s$ at fixed axis $[110]$, an operation would need $z\to-z$, and it was just shown that this changes the axis. The two signs are thus physically different structures. The operation $(x,y,z)\to(x,-y,-z)$ does relate $[110]$ with shift $+s$ to $[1\bar10]$ with shift $-s$. Cyclic permutation of the coordinates gives the complete set:
\begin{equation}
\begin{array}{c|cccccc}
\text{axis}&[110]&[1\bar10]&[011]&[01\bar1]&[101]&[10\bar1]\\ \hline
\text{shift}&+s\hat z&-s\hat z&+s\hat x&-s\hat x&+s\hat y&-s\hat y
\end{array}
\end{equation}
If the energy had a second minimum with the opposite sign of $s$, it would belong to another defect with its own energy and its own six orientations.

A simple energy model tests this. Each atom of the pair is repelled by the fixed atoms on the surrounding sites with an energy proportional to $e^{-r/\rho}$, where $\rho=a/8$. With $d=0.15a$ and $|s|=0.0375a$, the 12 combinations of axis and shift sign fall into two levels of six. The levels differ by 18\% of the lower energy. This model shows the degeneracy; it does not predict the shift in silicon.

A further distortion changes the count. If only the identity and one other operation survive, $g=24/2=12$; if only the identity survives, $g=24$. These larger numbers apply when the distorted minima are separate states. If the atoms pass freely between them, the motion belongs to the vibrations of a single basin, and counting the minima again would count the same states twice.

\subsection*{(b) Configurational entropy}

First, defects on different sites must be different configurations. The pair centre lies at distance $|s|$ from its host site. If $|s|$ is less than half the nearest-neighbour distance, $\sqrt3\,a/8$, the host is the lattice site closest to the centre, so the atomic positions identify it. The second sublattice has inverted neighbour directions and therefore inverted shifts, but again six orientations. A cubic cell of eight sites thus has $8\times6=48$ different single defects, which is also the number found by applying the space-group operations to the pair.

Choose the $n$ occupied sites, then one of six orientations on each:
\begin{equation}
W=\binom Nn 6^n,\qquad
\frac Sk=\ln W=\ln\binom Nn+n\ln6 .
\label{eq:W}
\end{equation}
Direct enumeration of the pairs in one cubic cell gives 1008 arrangements of two defects and 12096 of three, in agreement with $28\times6^2$ and $56\times6^3$.

For large $n$ and $N-n$, Stirling's formula $\ln m!\simeq m\ln m-m$ gives
\begin{align}
\ln\binom Nn
&\simeq N\ln N-N-n\ln n+n\notag\\
&\quad-(N-n)\ln(N-n)+(N-n)\notag\\
&=N\ln N-n\ln n-(N-n)\ln(N-n),
\end{align}
because the linear terms cancel. Insert $n=cN$ and $N-n=(1-c)N$. The terms in $\ln N$ have the total coefficient $N-cN-(1-c)N=0$, so
\begin{equation}
\ln\binom Nn\simeq-N\left[c\ln c+(1-c)\ln(1-c)\right].
\end{equation}
Division by $n=cN$ gives the entropy per defect,
\begin{equation}
\frac{S}{nk}=\ln6-\ln c-\frac{1-c}{c}\ln(1-c).
\label{eq:Sfull}
\end{equation}
For small $c$, $\ln(1-c)=-c-c^2/2-\dots$, and the last term becomes $(1-c)(1+c/2+\dots)=1-c/2+\dots$. In the dilute limit
\begin{equation}
\frac{S}{nk}\simeq\underbrace{\ln6}_{\text{orientation}}+\underbrace{1-\ln c}_{\text{choice of sites}} .
\label{eq:Sdilute}
\end{equation}
The orientational part is
\begin{equation}
\boxed{\;\frac{S_{\rm or}}{n}=k\ln6=1.792\,k=0.1544\ \text{meV/K}\;}
\label{eq:main}
\end{equation}
It does not depend on $c$ as long as the defects are independent. Counting 12 directed vectors instead of 6 axes would add a spurious $k\ln2=0.693\,k$ per defect. If one fixed axis, say $[110]$ alone, were allowed, the orientational entropy would be zero.

\subsection*{(c) Equilibrium concentration}

Write $G_f=E_f-TS_{\rm vib}$. At fixed $N$ and $T$, the part of the free energy that depends on $n$ is
\begin{equation}
F(n)=nG_f-kT\left[\ln\binom Nn+n\ln6\right].
\end{equation}
From the Stirling form,
\begin{equation}
\frac{\partial}{\partial n}\ln\binom Nn=-\ln n-1+\ln(N-n)+1=\ln\frac{N-n}{n}.
\end{equation}
Adding one defect therefore changes the configurational entropy by $k\ln[6(1-c)/c]$, and $\partial F/\partial n=0$ reads
\begin{equation}
G_f=kT\ln\frac{6(1-c)}{c}
\quad\Longrightarrow\quad
\frac{c}{1-c}=6\,e^{-G_f/kT}.
\label{eq:eq}
\end{equation}
The second derivative of $F$ is $kT[1/n+1/(N-n)]>0$, so this is a minimum. For $c\ll1$,
\begin{equation}
c\simeq6\,\exp\!\left(\frac{S_{\rm vib}}k\right)\exp\!\left(-\frac{E_f}{kT}\right).
\label{eq:c}
\end{equation}

The orientations multiply the dilute concentration by six. If $E_f$ and $S_{\rm vib}$ are constant, a plot of $\ln c$ against $1/T$ has slope $-E_f/k$ with or without this factor. Its intercept contains the sum $S_{\rm vib}/k+\ln6$, so such a plot alone cannot separate the two entropies.

At fixed $n$, the orientations raise the entropy per defect by $k\ln6$. At equilibrium they act differently, because $n$ adjusts. Replace 6 by a general $g$ and insert $c=g\,e^{-G_f/kT}$ into the dilute entropy:
\begin{equation}
\frac{S}{nk}=\ln g+1-\ln g+\frac{G_f}{kT}=1+\frac{G_f}{kT}.
\label{eq:cancel}
\end{equation}
The factor $g$ has cancelled. The gain in orientational entropy is offset by a lower site-mixing entropy per defect, since there are now $g$ times as many defects. What grows is the number of defects, and with it the total entropy.

\subsection*{(d) Orientations split by strain}

Let the orientation energies be $E_i$ and let the defects have time to reorient. With $\beta=1/kT$ and $\delta_i=E_i-\bar E$, where $\bar E$ is the plain average over the six orientations, the populations are $p_i=e^{-\beta\delta_i}/Z$ with $Z=\sum_i e^{-\beta\delta_i}$. Since $\ln p_i=-\beta\delta_i-\ln Z$,
\begin{equation}
\frac{S_{\rm or}}{nk}=-\sum_ip_i\ln p_i=\ln Z+\beta\langle\delta\rangle,
\qquad \langle\delta\rangle=-\frac{\partial\ln Z}{\partial\beta}.
\end{equation}

\paragraph{Small splitting.} Let $V$ and $M_3$ be the plain averages of $\delta_i^2$ and $\delta_i^3$. The average of $\delta_i$ vanishes, so
\begin{align}
\ln Z&=\ln6+\tfrac12\beta^2V-\tfrac16\beta^3M_3+\dots,\\
\beta\langle\delta\rangle&=-\beta^2V+\tfrac12\beta^3M_3+\dots,\\
\frac{S_{\rm or}}{nk}&=\ln6-\frac{V}{2(kT)^2}+\frac{M_3}{3(kT)^3}+\dots
\label{eq:small}
\end{align}
The entropy loss begins at second order in the splitting.

\paragraph{Large splitting.} If $g_0$ orientations share the lowest energy and the others lie many $kT$ above, then $p_i\to1/g_0$ for the lowest group and $S_{\rm or}/n\to k\ln g_0$. A strain along $z$ separates the two axes normal to $z$ from the other four. Depending on its sign and on the defect, the limit is $k\ln4$ or $k\ln2$.

\subsection*{(e) Silicon at 1373 K}

The thermal energy is $kT=0.1183$ eV, and the site density is
\begin{equation}
\frac{8}{a^3}=\frac{8}{(0.543\times10^{-7}\ \text{cm})^3}=5.00\times10^{22}\ \text{cm}^{-3}.
\end{equation}
At fixed $n$, the orientations lower the free energy per defect by
\begin{equation}
kT\ln6=0.1183\ \text{eV}\times1.792=0.212\ \text{eV}.
\end{equation}
Leaving them out has the same effect on $c$ at this temperature as raising $E_f$ by 0.212 eV. The exponent in \eqref{eq:eq} is
\begin{equation}
\frac{G_f}{kT}=\frac{3.8}{0.1183}-5=27.12,
\end{equation}
so that
\begin{equation}
c=6\,e^{-27.12}=1.0\times10^{-11},
\end{equation}
or $5.0\times10^{11}$ cm$^{-3}$. With a single orientation it would be $8.4\times10^{10}$ cm$^{-3}$.

The site-mixing entropy is $1-\ln c=26.33$ in units of $k$ per defect. The total is $26.33+1.79=28.12$, of which orientation supplies 6.4\%. This total equals $1+27.12$, as \eqref{eq:cancel} requires. The share is small because a dilute defect has very many sites to choose from, yet the same term changes the concentration sixfold.

\paragraph{Other neutral sites.} The empty tetrahedral sites form a second diamond lattice, so there is one per atom. A hexagonal site lies midway between two neighbouring tetrahedral sites; each of these has four such neighbours, and each midpoint is shared by two, which gives $4/2=2$ per atom. Take rough energies of 0.1 eV (hexagonal) and 0.3 eV (tetrahedral) above the split form, with equal vibrational entropies, and count one electronic state for each form. In the dilute limit the concentrations add, and the factor 6 for these neutral forms together becomes
\begin{equation}
6+2e^{-0.1/0.1183}+e^{-0.3/0.1183}=6+0.859+0.079=6.94 .
\end{equation}
With these assumptions the neutral total is about 16\% above the split population alone. In full tetrahedral symmetry the last two electrons of the neutral tetrahedral form occupy a threefold level, so this form can have several electronic states. Nine states, as for a spin triplet with threefold orbital degeneracy, would bring the total to about 26\% above the split population.

\paragraph{Charged interstitials.} Let $\varepsilon$ be the Fermi level at which the doubly positive tetrahedral form and the neutral split form have equal formation energies. At Fermi level $E_F$ the charged form costs $2(E_F-\varepsilon)$ more, because two electrons have gone to the Fermi level. With equal vibrational entropies, the ratio of the populations is
\begin{equation}
\frac{c_{2+}}{c_{\rm split}}=\frac16\,e^{2(\varepsilon-E_F)/kT}.
\end{equation}
For $\varepsilon-E_F=-0.1$, $0$ and $+0.1$ eV this is 0.03, 0.17 and 0.90. The charged share thus depends strongly on the distance between this level and the Fermi level. Over this range the sum of the two forms rises by a factor of about 1.8. At 1373 K many carriers are thermally excited across the gap, so only heavy doping moves the Fermi level appreciably. The singly positive form is left out of this estimate.

\paragraph{Strain.} The elastic dipole, a symmetric tensor $P$, gives the lowering of the energy per unit strain. Take round principal values of 10 eV along the pair axis, 5 eV along the perpendicular $\langle110\rangle$ direction and 0 along the cubic axis normal to the pair. A strain of $+0.002$ along $z$, with the other strain components zero, shifts each orientation by $-0.002\,P_{zz}$. For the two axes normal to $z$, $P_{zz}=0$. For the other four, the pair axis and its perpendicular partner both lie at $45^\circ$ to $z$, so $P_{zz}=(10+5)/2=7.5$ eV. These four are lowered by 15 meV. Relative to the mean, four energies are $-5$ meV and two are $+10$ meV, hence
\begin{align}
V&=\frac{4(25)+2(100)}6=50\ \text{meV}^2,\\
M_3&=\frac{4(-125)+2(1000)}6=250\ \text{meV}^3.
\end{align}
The second-order loss is $50/[2(118.3)^2]=0.00179$ in units of $k$. The third-order term reduces it by $250/[3(118.3)^3]=0.00005$, to 0.001736 when the unrounded terms are used. The fourth-order term removes a further 0.000002, which gives the full value, 0.00173. At 300 K the full loss is $0.032\,k$, provided the defects still reorient. If they are frozen in, their populations, and with them the orientational entropy, keep the values from the temperature at which reorientation stopped.

\paragraph{Blocking.} Suppose that a second defect interacts strongly with the first only on the four nearest and twelve second-neighbour sites, 16 in all. They are a fraction $16c=1.6\times10^{-10}$ of the crystal, so excluding them hardly changes the count. An attraction of 1 eV would raise the chance of a second defect on these sites by at most a factor $e^{1/0.1183}\approx5\times10^3$, to less than $10^{-6}$, so the defects can still be treated as independent.

\paragraph{The model and real silicon.} The temperature is in the range of high-temperature diffusion anneals, and the input energies and entropy are rough typical values. Lowering $E_f$ by 0.1 eV multiplies the concentration by 2.33, and calculated formation energies differ by several tenths of an eV or more between density functionals. The absolute concentration is therefore illustrative, whereas the ratio of six follows from symmetry, provided the defect keeps the $C_{2v}$ arrangement assumed here. The assumption of neutral defects can fail even in undoped silicon: in the range considered above, the charged form adds between 3\% and 90\% of the neutral split population, and more if $\varepsilon$ lies higher. During implantation or oxidation the interstitial content can also depart from equilibrium. Equation \eqref{eq:eq} then fails, but $k\ln6$ per neutral split interstitial remains valid if all six orientations are equally populated and the defects stay isolated. A small $c$ alone does not ensure this: the estimate $16c\,e^{E_b/kT}$ for a pair binding energy $E_b$ must also be small. At 1373 K a supersaturation of $10^4$ gives $c=10^{-7}$, and with $E_b=1.5$ eV the estimate is already about 0.5, so the interstitials would pair up and cluster, and the count of independent split defects would no longer describe them. The values used here are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
COUNTING
<110> vectors: 12, axes: 6
site group order: 24, stabilizer order: 4
orientations per site g: 6
orientations if one mirror is left: 12, if none: 24
relative energy gap of opposite shifts (pair model): 0.180
distinct defects per cubic cell of 8 sites: 48
arrangements of 2 defects in the cell: 1008
arrangements of 3 defects in the cell: 12096
ENTROPY PER DEFECT
ln 6: 1.7918 k
k ln 6: 0.1544 meV/K
excess if 12 vectors are counted: 0.6931 k
SILICON ANNEAL (rough inputs)
T: 1373 K, kT: 0.1183 eV
a: 0.543 nm, Ef: 3.8 eV, Svib: 5.0 k
site density: 4.997e+22 cm^-3
kT ln 6: 0.2120 eV
site fraction c with g = 6: 1.003e-11
concentration with g = 6: 5.011e+11 cm^-3
concentration with g = 1: 8.351e+10 cm^-3
site-mixing entropy per defect: 26.33 k
total configurational entropy per defect: 28.12 k
orientational share: 6.4 %
marginal entropy per defect: 27.12 k
concentration factor for 0.1 eV lower Ef: 2.33
NEGLECTED EFFECTS
hexagonal sites per atom: 2, tetrahedral: 1
assumed energies above split: 0.1 eV, 0.3 eV
weights added to g: 0.859 (hex), 0.079 (tetra)
effective g: 6.938, rise: 15.6 %
(2+/0) level minus Fermi level -0.1 eV: 2+/split = 0.031
(2+/0) level minus Fermi level +0.0 eV: 2+/split = 0.167
(2+/0) level minus Fermi level +0.1 eV: 2+/split = 0.904
elastic dipole: 10.0, 5.0, 0.0 eV; strain: 0.2 %
splitting: 15.0 meV, lower/upper orientations: 4/2
entropy loss at 1373 K: 0.00173 k
small-splitting formula at 1373 K: 0.00179 k
entropy loss at 300 K: 0.0318 k
sites to second neighbours: 16, blocked fraction: 1.6e-10
\end{verbatim}
